# Fermi-contact coupling of an implanted phosphorus donor in silicon: verification in Python

```python
# Result under test: the Fermi-contact coupling H = A I.S has
#   A = K * rho_s(0) / (2 S),  K = (2/3) mu0 g_e mu_B g_n mu_N,
# with rho_s(0) = spin-up minus spin-down density at the nucleus (M_S = S).
# For a silicon donor: |psi(0)|^2 = 6 * eta * F(0)^2, F = valley envelope,
# eta = Bloch density at the nucleus divided by its average over the cell.
# Material inputs are rough typical values; physical constants are from scipy.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize
from scipy.special import erf
from pyscf import gto, scf

h_planck = const.h
mu_B = const.physical_constants["Bohr magneton"][0]
mu_N = const.physical_constants["nuclear magneton"][0]
g_e = abs(const.physical_constants["electron g factor"][0])
bohr_m = const.physical_constants["Bohr radius"][0]
bohr_nm = bohr_m * 1e9
hartree_meV = const.physical_constants["Hartree energy in eV"][0] * 1e3


def contact_MHz(g_nuclear, density_per_m3):
    """Contact coupling A/h in MHz for spin 1/2."""
    K = 2 / 3 * const.mu_0 * g_e * mu_B * g_nuclear * mu_N
    return K * density_per_m3 / h_planck / 1e6


# --- Contact field of a Gaussian moment (width 1, mu0 = m = 1) from curl A ---
def field_profile(x, y, z):
    r = np.sqrt(x*x + y*y + z*z)
    enclosed = erf(r/np.sqrt(2)) - np.sqrt(2/np.pi)*r*np.exp(-r*r/2)
    return enclosed / (4*np.pi*r**3)


decay = 1e-3   # the electron density falls as exp(-2 decay r)
nodes, weights = np.polynomial.legendre.leggauss(200)
radius, w_radius = 15*(nodes + 1), 15*weights
cosine, w_cosine = np.polynomial.legendre.leggauss(24)
R, C = np.meshgrid(radius, cosine, indexing="ij")
X, Y, Z = R*np.sqrt(1 - C*C), np.zeros_like(R), R*C
step = 1e-3
# A_x = -y g, A_y = x g; B_z = dA_y/dx - dA_x/dy
dAy_dx = ((X+step)*field_profile(X+step, Y, Z)
          - (X-step)*field_profile(X-step, Y, Z))/(2*step)
dAx_dy = (-(Y+step)*field_profile(X, Y+step, Z)
          + (Y-step)*field_profile(X, Y-step, Z))/(2*step)
Bz = dAy_dx - dAx_dy
contact_factor = 2*np.pi*np.einsum("i,j,ij->", w_radius*radius**2
                                   * np.exp(-2*decay*radius), w_cosine, Bz)
smeared = quad(lambda r: 4*np.pi*r*r*np.exp(-r*r/2 - 2*decay*r)
               / (2*np.pi)**1.5, 0, 15)[0]
assert abs(contact_factor - 2/3*smeared) < 1e-5
assert abs(contact_factor - 2/3) < 4*decay  # finite nuclear size is linear

# --- Projection of the many-electron contact operator on a spin multiplet ---
n_orb, n_modes = 3, 6
lower = np.array([[0., 1.], [0., 0.]])
parity = np.diag([1., -1.])


def annihilator(mode):
    out = np.eye(1)
    for j in range(n_modes):
        factor = parity if j < mode else lower if j == mode else np.eye(2)
        out = np.kron(out, factor)
    return out


ann = [annihilator(j) for j in range(n_modes)]
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1]).astype(complex)]


def one_body(orbital, spin):
    total = np.zeros((64, 64), complex)
    for p, q in itertools.product(range(n_orb), repeat=2):
        for s, t in itertools.product(range(2), repeat=2):
            value = orbital[p, q]*spin[s, t]
            if value != 0:
                total += value*ann[2*p+s].T @ ann[2*q+t]
    return total


rng = np.random.default_rng(4)
hop = rng.normal(size=(3, 3))
hop = (hop + hop.T)/2
pair = 0.3*rng.normal(size=(3, 3))
pair = (pair + pair.T)/2
number = one_body(np.eye(3), np.eye(2))
spin_ops = [one_body(np.eye(3), s/2) for s in pauli]
spin_sq = sum(s @ s for s in spin_ops)
repulsion = one_body(pair, np.eye(2))
base = one_body(hop, np.eye(2)) + repulsion @ repulsion
base = base + 1000*(number - 3*np.eye(64)) @ (number - 3*np.eye(64))
at_nucleus = np.array([2.0, 0.7, 0.4])
delta = np.outer(at_nucleus, at_nucleus)
for S, sign in ((0.5, 1), (1.5, -1)):
    mult = int(2*S + 1)
    vec = np.linalg.eigh(base + sign*20*spin_sq)[1][:, :mult]
    s2 = vec.conj().T @ spin_sq @ vec
    assert np.allclose(s2, S*(S+1)*np.eye(mult), atol=1e-8)
    top = vec @ np.linalg.eigh(vec.conj().T @ spin_ops[2] @ vec)[1][:, -1]
    rho_spin = (top.conj() @ one_body(delta, pauli[2]) @ top).real
    effective = sum(np.kron(vec.conj().T @ one_body(delta, s/2) @ vec, s/2)
                    for s in pauli)
    A_model = rho_spin/(2*S)
    expected = np.sort([A_model*S/2]*(mult+1) + [-A_model*(S+1)/2]*(mult-1))
    assert np.allclose(np.linalg.eigvalsh(effective), expected, atol=1e-8)

# --- Dipolar tensor under the site symmetry ---
tensor = rng.normal(size=(3, 3))
tensor = tensor + tensor.T
tensor -= np.eye(3)*np.trace(tensor)/3
full_group, strained_group = [], []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        if np.prod(signs) == 1:
            op = np.diag(signs) @ np.eye(3)[list(perm)]
            full_group.append(op)
            if perm[2] == 2:
                strained_group.append(op)
average_Td = sum(g @ tensor @ g.T for g in full_group)/len(full_group)
average_D2d = sum(g @ tensor @ g.T for g in strained_group)/len(strained_group)
assert np.allclose(average_Td, 0, atol=1e-12)
assert np.max(abs(average_D2d)) > 1e-3

# --- Lithium: charge density, open-shell density and spin density ---
li_basis = {"Li": [[0, [0.02*2.4**k, 1.0]] for k in range(21)]}
li = gto.M(atom="Li 0 0 0", basis=li_basis, spin=1, verbose=0)
ao_zero = li.eval_gto("GTOval_sph", np.zeros((1, 3)))[0]
li_density = {}
for name, method in (("ROHF", scf.ROHF), ("UHF", scf.UHF)):
    mean_field = method(li)
    mean_field.conv_tol = 1e-11
    mean_field.kernel()
    assert mean_field.converged
    dm = np.asarray(mean_field.make_rdm1())
    up, down = [ao_zero @ d @ ao_zero for d in dm]
    li_density[name] = (up + down, up - down)
g_li, li_rough_MHz = 2.17, 400.0
A_li = {k: contact_MHz(g_li, v[1]/bohr_m**3) for k, v in li_density.items()}
assert abs(A_li["UHF"]/li_rough_MHz - 1) < 0.10  # HF lacks correlation
assert li_density["UHF"][1] > li_density["ROHF"][1]

# --- Silicon donor inputs (rough typical values) ---
g_P, A_rough = 2.26, 120.0
eps_r, m_t, m_l = 11.7, 0.19, 0.92
lattice_nm, binding_meV, eta = 0.543, 45.0, 180.0
splitting_meV, deformation_eV, strain = 12.0, 8.6, 1e-4
temperature_K, field_T, valley_fraction = 4.0, 0.35, 0.85


# --- Anisotropic envelope, lengths in bohr and energies in hartree ---
def envelope_energy(ab):
    a, b = ab
    kinetic = 1/(3*m_t*a*a) + 1/(6*m_l*b*b)
    inverse_r = np.arcsin(np.sqrt(1 - b*b/a/a))/np.sqrt(a*a - b*b)
    return kinetic - inverse_r/eps_r


best = minimize(lambda p: 1e3*envelope_energy(p), [45., 25.],
                method="Nelder-Mead", options={"xatol": 1e-7, "fatol": 1e-12})
a_t, b_l = best.x
E_emt = -envelope_energy(best.x)


def envelope(rho, z):
    return np.exp(-np.sqrt(rho**2/a_t**2 + z**2/b_l**2))


rr, wr = 450*(nodes + 1), 450*weights
cc, wc = np.polynomial.legendre.leggauss(80)
RR, CC = np.meshgrid(rr, cc, indexing="ij")
RHO, ZZ = RR*np.sqrt(1 - CC**2), RR*CC
volume = 2*np.pi*np.outer(wr*rr**2, wc)
d_rho = (envelope(RHO+step, ZZ) - envelope(RHO-step, ZZ))/(2*step)
d_z = (envelope(RHO, ZZ+step) - envelope(RHO, ZZ-step))/(2*step)
F2 = envelope(RHO, ZZ)**2
norm = np.sum(volume*F2)
E_direct = np.sum(volume*(d_rho**2/(2*m_t) + d_z**2/(2*m_l)
                         - F2/(eps_r*RR)))/norm
assert abs(E_direct/(-E_emt) - 1) < 1e-4
assert abs(norm/(np.pi*a_t**2*b_l) - 1) < 1e-4
F0_aniso = 1/(np.pi*a_t**2*b_l*bohr_nm**3)   # nm^-3
m_iso = 2*E_emt*eps_r**2
a_iso = eps_r/m_iso*bohr_nm
F0_iso = 1/(np.pi*a_iso**3)
A_aniso = contact_MHz(g_P, 6*eta*F0_aniso*1e27)
A_iso = contact_MHz(g_P, 6*eta*F0_iso*1e27)

# --- Six-valley interference, strain repopulation, overlap correction ---
coupling = splitting_meV/6
valley_H = np.zeros((6, 6))
for i, j in itertools.product(range(6), repeat=2):
    if i != j:   # opposite valleys (2k, 2k+1) couple a little differently
        valley_H[i, j] = -coupling*(1.2 if i//2 == j//2 else 1.0)
amplitude_sq = np.sum(np.linalg.eigh(valley_H)[1], axis=0)**2
assert np.allclose(amplitude_sq, [6, 0, 0, 0, 0, 0], atol=1e-10)
D = deformation_eV*1e3*strain
strain_H = -coupling*np.ones((6, 6)) + np.diag([-D/3]*4 + [2*D/3]*2)
strain_loss = 1 - np.sum(np.linalg.eigh(strain_H)[1][:, 0])**2/6
strain_formula = 2/9*(D/splitting_meV)**2
assert abs(strain_loss/strain_formula - 1) < 0.1  # next order is about D/W

k_valley = valley_fraction*2*np.pi/lattice_nm
overlaps = []
for q in (2*k_valley, np.sqrt(2)*k_valley):
    integral = quad(lambda r: 4*r*np.exp(-2*r/a_iso)/(a_iso**3*q), 0, 30,
                    weight="sin", wvar=q, epsabs=1e-12, limit=500)[0]
    assert abs(integral - (1 + (q*a_iso/2)**2)**-2) < 1e-8
    overlaps.append(integral)
norm_correction = overlaps[0] + 4*overlaps[1]

# --- Central-cell enhancement; lengths a_iso, energies E_emt ---
n_eff = np.sqrt(E_emt*hartree_meV/binding_meV)
assert n_eff < 1


def central_cell(core_nm):
    rc, r_far = core_nm/a_iso, 25.0

    def rhs(r, y):
        return [y[1], (1/n_eff**2 - 2/r)*y[0], y[0]**2, 2*y[0]**2/r**2]
    tail = solve_ivp(rhs, (r_far, rc), [1., -1/n_eff + n_eff/r_far, 0., 0.],
                     method="DOP853", rtol=1e-10, atol=1e-8)
    assert tail.success
    u, du, outer_norm, outer_force = tail.y[:, -1]
    outer_norm, outer_force = -outer_norm, -outer_force
    phase = brentq(lambda x: x/np.tan(x) - rc*du/u, 1e-6, np.pi - 1e-6)
    k = phase/rc
    amp = u/np.sin(phase)
    inner_norm = amp**2*(rc/2 - np.sin(2*phase)/(4*k))
    total = outer_norm + inner_norm
    depth = k*k + 1/n_eff**2
    slope_sq = (amp*k)**2
    force = outer_force + (depth - 2/rc)*u*u
    assert abs(slope_sq/force - 1) < 1e-6  # u'(0)^2 = <dV/dr>
    return slope_sq/(4*total), inner_norm/total, depth*E_emt*hartree_meV/1e3


cores = [("half bond", np.sqrt(3)*lattice_nm/8),
         ("atomic sphere", (3/(4*np.pi)*lattice_nm**3/8)**(1/3)),
         ("bond length", np.sqrt(3)*lattice_nm/4)]
cell_results = [(name, rc) + central_cell(rc) for name, rc in cores]

# --- Spin levels and resonance lines at the rough measured coupling ---
half = [s/2 for s in pauli]
exchange = A_rough*sum(np.kron(s, s) for s in half)
zero_levels = np.linalg.eigvalsh(exchange)
assert np.allclose(zero_levels, [-0.75*A_rough] + [0.25*A_rough]*3)
electron_MHz = g_e*mu_B*field_T/h_planck/1e6
nuclear_MHz = g_P*mu_N*field_T/h_planck/1e6
levels = np.linalg.eigvalsh(exchange + electron_MHz*np.kron(half[2], np.eye(2))
                            - nuclear_MHz*np.kron(np.eye(2), half[2]))
line_high, line_low = levels[3] - levels[0], levels[2] - levels[1]
assert abs(line_high - line_low - A_rough) < 1e-6
K_unit = contact_MHz(g_P, 1e30)   # MHz per 1e24 cm^-3
rho_from_A = A_rough/K_unit*1e24
thermal = 5*np.exp(-splitting_meV*1e-3*const.e/(const.k*temperature_K))
nuclear_radius_fm = 3.2
size_effect = 2*15*nuclear_radius_fm*1e-15/bohr_m
field_scale = binding_meV*1e-3/(a_iso*1e-7)/1e6

print(f"Contact-field integral, small nucleus: {contact_factor:.5f} mu0 m rho(0)")
print(f"Li input: nuclear g {g_li:.2f}, rough measured A/h {li_rough_MHz:.0f} MHz")
for name in ("ROHF", "UHF"):
    print(f"Li {name}: charge density at nucleus {li_density[name][0]:.3f} bohr^-3")
    print(f"Li {name}: spin density {li_density[name][1]:.4f} bohr^-3, "
          f"A/h {A_li[name]:.1f} MHz")
print(f"P input: nuclear g {g_P:.2f}, rough measured A/h {A_rough:.0f} MHz")
print(f"Si input: permittivity {eps_r}, masses m_t {m_t}, m_l {m_l} m_e")
print(f"Si input: lattice constant {lattice_nm} nm, Bloch ratio eta {eta:.0f}")
print(f"Si:P input: binding energy {binding_meV:.0f} meV")
print(f"Contact constant K/h for P: {K_unit:.1f} MHz per 1e24 cm^-3")
print(f"Envelope radii: transverse {a_t*bohr_nm:.3f}, "
      f"longitudinal {b_l*bohr_nm:.3f} nm")
print(f"Effective-mass binding energy: {E_emt*hartree_meV:.2f} meV")
print(f"F(0)^2 anisotropic: {F0_aniso:.5f} nm^-3")
print(f"F(0)^2 isotropic: {F0_iso:.5f} nm^-3")
print(f"|psi(0)|^2 anisotropic: {6*eta*F0_aniso*1e21:.3e} cm^-3")
print(f"A/h without central cell, anisotropic: {A_aniso:.2f} MHz")
print(f"A/h without central cell, isotropic: {A_iso:.2f} MHz")
print(f"Equivalent isotropic mass {m_iso:.4f} m_e, radius {a_iso:.3f} nm")
print(f"Effective quantum number from binding: {n_eff:.4f}")
for name, rc, gain, inside, depth in cell_results:
    print(f"Core {name}: radius {rc:.4f} nm, well depth {depth:.2f} eV")
    print(f"  enhancement {gain:.2f}, probability inside {100*inside:.3f} %")
    print(f"  |psi(0)|^2 {6*eta*F0_iso*gain*1e21:.3e} cm^-3, "
          f"A/h {A_iso*gain:.1f} MHz")
print(f"Spin density from rough measured A: {rho_from_A:.3e} cm^-3")
print(f"Zero-field levels: singlet {zero_levels[0]:.1f}, "
      f"triplet {zero_levels[-1]:.1f} MHz")
print(f"Electron lines at {field_T} T: {line_low/1e3:.5f}, "
      f"{line_high/1e3:.5f} GHz")
print(f"Line separation: {line_high-line_low:.3f} MHz")
print(f"Field splitting A/(g_e mu_B): "
      f"{A_rough*1e6*h_planck/(g_e*mu_B)*1e3:.3f} mT")
print(f"Isotropic/anisotropic F(0)^2 ratio: {F0_iso/F0_aniso:.4f}")
print(f"Valley minimum input: {valley_fraction} of 2 pi/lattice constant")
print(f"Intervalley norm correction: {norm_correction:.2e}")
print(f"Relativistic scale (Z alpha)^2: {100*(15*const.alpha)**2:.2f} %")
print(f"Nuclear radius input {nuclear_radius_fm} fm, "
      f"size effect scale {100*size_effect:.2f} %")
print(f"Valley-orbit splitting input: {splitting_meV:.0f} meV")
print(f"Excited/ground occupation at {temperature_K:.0f} K: {thermal:.1e}")
print(f"Ionization field scale: {field_scale:.3f} MV/cm")
print(f"Strain input {strain:.0e}, deformation potential {deformation_eV} eV")
print(f"Valley shift difference D: {D:.3f} meV")
print(f"Strain loss of A: diagonalized {100*strain_loss:.4f} %, "
      f"formula {100*strain_formula:.4f} %")
print("OK")
```

Output:

```
Contact-field integral, small nucleus: 0.66454 mu0 m rho(0)
Li input: nuclear g 2.17, rough measured A/h 400 MHz
Li ROHF: charge density at nucleus 13.787 bohr^-3
Li ROHF: spin density 0.1662 bohr^-3, A/h 288.7 MHz
Li UHF: charge density at nucleus 13.787 bohr^-3
Li UHF: spin density 0.2242 bohr^-3, A/h 389.4 MHz
P input: nuclear g 2.26, rough measured A/h 120 MHz
Si input: permittivity 11.7, masses m_t 0.19, m_l 0.92 m_e
Si input: lattice constant 0.543 nm, Bloch ratio eta 180
Si:P input: binding energy 45 meV
Contact constant K/h for P: 268.0 MHz per 1e24 cm^-3
Envelope radii: transverse 2.436, longitudinal 1.397 nm
Effective-mass binding energy: 29.61 meV
F(0)^2 anisotropic: 0.03841 nm^-3
F(0)^2 isotropic: 0.03545 nm^-3
|psi(0)|^2 anisotropic: 4.148e+22 cm^-3
A/h without central cell, anisotropic: 11.12 MHz
A/h without central cell, isotropic: 10.26 MHz
Equivalent isotropic mass 0.2979 m_e, radius 2.078 nm
Effective quantum number from binding: 0.8111
Core half bond: radius 0.1176 nm, well depth 16.37 eV
  enhancement 25.96, probability inside 0.439 %
  |psi(0)|^2 9.938e+23 cm^-3, A/h 266.3 MHz
Core atomic sphere: radius 0.1684 nm, well depth 7.63 eV
  enhancement 15.77, probability inside 0.797 %
  |psi(0)|^2 6.037e+23 cm^-3, A/h 161.8 MHz
Core bond length: radius 0.2351 nm, well depth 3.84 eV
  enhancement 10.24, probability inside 1.421 %
  |psi(0)|^2 3.921e+23 cm^-3, A/h 105.1 MHz
Spin density from rough measured A: 4.478e+23 cm^-3
Zero-field levels: singlet -90.0, triplet 30.0 MHz
Electron lines at 0.35 T: 9.74910, 9.86910 GHz
Line separation: 120.000 MHz
Field splitting A/(g_e mu_B): 4.282 mT
Isotropic/anisotropic F(0)^2 ratio: 0.9229
Valley minimum input: 0.85 of 2 pi/lattice constant
Intervalley norm correction: 9.64e-05
Relativistic scale (Z alpha)^2: 1.20 %
Nuclear radius input 3.2 fm, size effect scale 0.18 %
Valley-orbit splitting input: 12 meV
Excited/ground occupation at 4 K: 3.8e-15
Ionization field scale: 0.217 MV/cm
Strain input 1e-04, deformation potential 8.6 eV
Valley shift difference D: 0.860 meV
Strain loss of A: diagonalized 0.1085 %, formula 0.1141 %
OK
```
